# Shiba Mapping, CDW–Pairing Degeneracy and Yang's Eta States: a program that tests the result

```python
# Result under test: on a bipartite lattice with real A-B hopping, the Shiba map
#   c_up -> c_up,  c_dn(i) -> eps_i c_dn(i)^dagger
# turns the Hubbard model H(U) into H(-U) and spin into eta-pseudospin. Hence at
# half filling charge-density-wave (CDW) order and uniform s-wave pairing are
# related by symmetry, and (eta+)^N |0> are exact eigenstates with energy N U.
# H(U) = hopping + U sum_i (n_up - 1/2)(n_dn - 1/2); energies in units of t.
# eps_i = +1 / -1 on the two sublattices; eta+ = sum_i eps_i c_up^dag c_dn^dag.
# O_cdw = sum_i eps_i (n_i - 1)/2;  O_pair = sum_i (c_up^dag c_dn^dag + h.c.)/2.
from math import factorial
from types import SimpleNamespace
import numpy as np
import scipy.sparse as sp
from scipy.sparse.linalg import eigsh, expm_multiply

rng = np.random.default_rng(7)


def build(eps):
    """Fermion operators in the full Fock space (Jordan-Wigner matrices)."""
    L = len(eps)
    lower = sp.csr_matrix(np.array([[0.0, 1.0], [0.0, 0.0]]))
    parity = sp.csr_matrix(np.diag([1.0, -1.0]))
    c = []
    for m in range(2 * L):
        op = sp.identity(1, format="csr")
        for k in range(2 * L):
            factor = parity if k < m else lower if k == m else sp.identity(2)
            op = sp.kron(op, factor, format="csr")
        c.append(op)
    s = SimpleNamespace(L=L, eps=eps, up=c[:L], dn=c[L:])
    s.one = sp.identity(4**L, format="csr")
    s.nu = [a.T @ a for a in s.up]
    s.nd = [a.T @ a for a in s.dn]
    s.inter = sum((a - s.one / 2) @ (b - s.one / 2) for a, b in zip(s.nu, s.nd))
    s.double = sum(a @ b for a, b in zip(s.nu, s.nd))
    s.pair_dag = [a.T @ b.T for a, b in zip(s.up, s.dn)]
    s.eta_plus = sum(e * p for e, p in zip(eps, s.pair_dag))
    s.eta_z = sum(a + b - s.one for a, b in zip(s.nu, s.nd)) / 2
    s.o_cdw = sum(e * (a + b - s.one) for e, a, b in zip(eps, s.nu, s.nd)) / 2
    s.o_pair = sum(p + p.T for p in s.pair_dag) / 2
    return s


def hopping(s, tmat):
    total = 0 * s.one
    for i in range(s.L):
        for j in range(s.L):
            if tmat[i, j] != 0:
                for f in (s.up, s.dn):
                    total = total - tmat[i, j] * (f[i].T @ f[j])
    return total.tocsr()


def size(a):
    return abs(a).max()


def mean(op, v):
    return float(v @ (op @ v))


def lowest_two(h):
    start = rng.standard_normal(h.shape[0])
    e, v = eigsh(h, k=2, which="SA", v0=start, ncv=60, tol=0)
    order = np.argsort(e)
    return e[order], v[:, order[0]]


def sector(s, h, pairs):
    """All levels and the lowest state with N_up = N_dn = pairs."""
    nu, nd = sum(s.nu).diagonal(), sum(s.nd).diagonal()
    idx = np.where((np.rint(nu) == pairs) & (np.rint(nd) == pairs))[0]
    e, v = np.linalg.eigh(h[idx][:, idx].toarray())
    full = np.zeros(h.shape[0])
    full[idx] = v[:, 0]
    return e, full


# Six-site open ladder
L, t, U, field, V = 6, 1.0, 4.0, 0.2, 0.2
eps = np.array([(-1) ** (i % 3 + i // 3) for i in range(L)])
bonds = [(0, 1), (1, 2), (3, 4), (4, 5), (0, 3), (1, 4), (2, 5)]
tmat = np.zeros((L, L))
for i, j in bonds:
    tmat[i, j] = tmat[j, i] = t
lad = build(eps)
T = hopping(lad, tmat)
H_rep, H_att = T + U * lad.inter, T - U * lad.inter

# Random real hopping between all A-B pairs, to test generality
rand = np.triu(rng.uniform(0.3, 1.5, (L, L)), 1)
rand = (rand + rand.T) * (np.outer(eps, eps) < 0)
T_rand = hopping(lad, rand)

# Explicit Shiba unitary and its action
W = lad.one
for e, d in zip(eps, lad.dn):
    W = W @ ((d - d.T) if e > 0 else (d + d.T))
assert size(W @ W.T - lad.one) < 1e-12
for i in range(L):
    assert size(W @ lad.up[i] @ W.T - lad.up[i]) < 1e-12
    assert size(W @ lad.dn[i] @ W.T - eps[i] * lad.dn[i].T) < 1e-12
    s_plus = lad.up[i].T @ lad.dn[i]
    assert size(W @ s_plus @ W.T - eps[i] * lad.pair_dag[i]) < 1e-12
    s_z = (lad.nu[i] - lad.nd[i]) / 2
    e_z = (lad.nu[i] + lad.nd[i] - lad.one) / 2
    assert size(W @ s_z @ W.T - e_z) < 1e-12
map_error = 0.0
for kin in (T, T_rand):
    diff = W @ (kin + U * lad.inter) @ W.T - (kin - U * lad.inter)
    map_error = max(map_error, size(diff))
assert map_error < 1e-12

# Pseudospin algebra and symmetry
ep, em, ez = lad.eta_plus, lad.eta_plus.T.tocsr(), lad.eta_z
assert size(ep @ em - em @ ep - 2 * ez) < 1e-12
for kin in (T, T_rand):
    for u in (U, -U):
        h_sym = kin + u * lad.inter
        h_plain = kin + u * lad.double
        assert size(h_sym @ ep - ep @ h_sym) < 1e-12
        assert size(h_plain @ ep - ep @ h_plain - u * ep) < 1e-12

# General commutator of hopping with eta+, complex and same-sublattice terms kept
tri = build(np.array([1, -1, 1]))
z = rng.standard_normal((3, 3)) + 1j * rng.standard_normal((3, 3))
z = z + z.conj().T
T_gen = hopping(tri, z)
lhs = T_gen @ tri.eta_plus - tri.eta_plus @ T_gen
rhs = 0 * tri.one
for i in range(3):
    for j in range(3):
        coef = z[i, j] * tri.eps[j] + z[j, i] * tri.eps[i]
        rhs = rhs - coef * (tri.up[i].T @ tri.dn[j].T)
assert size(lhs - rhs) < 1e-12 and size(lhs) > 0.1

# Half-filled attractive ground state
levels, g = lowest_two(H_att)
eta_sq = (ep @ em + em @ ep) / 2 + ez @ ez
gap = levels[1] - levels[0]
cdw0 = mean(lad.o_cdw @ lad.o_cdw, g) / L
pair0 = mean(lad.o_pair @ lad.o_pair, g) / L
n0 = mean(sum(lad.nu) + sum(lad.nd), g)
assert gap > 1e-3 and abs(n0 - L) < 1e-7
assert abs(mean(eta_sq, g)) < 1e-7 and abs(cdw0 - pair0) < 1e-7

# Equal pinning fields, three separate diagonalizations
o_spin = sum(e * (a - b) for e, a, b in zip(eps, lad.nu, lad.nd)) / 2
e_c, v_c = lowest_two(H_att - field * lad.o_cdw)
e_p, v_p = lowest_two(H_att - field * lad.o_pair)
e_s, v_s = lowest_two(H_rep - field * o_spin)
m_c, m_p = mean(lad.o_cdw, v_c) / L, mean(lad.o_pair, v_p) / L
m_s = mean(o_spin, v_s) / L
assert np.allclose(e_c, e_p, atol=1e-8) and np.allclose(e_c, e_s, atol=1e-8)
assert abs(m_c - m_p) < 1e-7 and abs(m_c - m_s) < 1e-7 and m_c > 0.01
rotated = expm_multiply(-(np.pi / 4) * (ep - em), v_c)
overlap = abs(rotated @ v_p)
assert abs(overlap - 1) < 1e-7

# Perturbations that lift the degeneracy
_, g_dop = sector(lad, H_att, 2)
cdw_d = mean(lad.o_cdw @ lad.o_cdw, g_dop) / L
pair_d = mean(lad.o_pair @ lad.o_pair, g_dop) / L
assert pair_d > cdw_d + 1e-3
dens = [a + b - lad.one for a, b in zip(lad.nu, lad.nd)]
H_v = H_att + V * sum(dens[i] @ dens[j] for i, j in bonds)
_, g_v = sector(lad, H_v, 3)
cdw_v = mean(lad.o_cdw @ lad.o_cdw, g_v) / L
pair_v = mean(lad.o_pair @ lad.o_pair, g_v) / L
assert cdw_v > pair_v + 1e-3

# Thermal equality on a three-site chain with unequal sublattices
temp = 0.5
chain = np.array([[0, t, 0], [t, 0, t], [0, t, 0]])
e3, v3 = np.linalg.eigh((hopping(tri, chain) - U * tri.inter).toarray())
weight = np.exp(-(e3 - e3[0]) / temp)
weight /= weight.sum()
thermal = []
for op in (tri.o_cdw, tri.o_pair):
    thermal.append(float(weight @ np.sum((op @ v3) ** 2, axis=0)) / 3)
assert abs(thermal[0] - thermal[1]) < 1e-10

# Yang states: eigenvalue, norm, pair correlation, place in the spectrum
H_plain = T - U * lad.double
state = np.zeros(4**L)
state[0] = 1.0
yang_rows, residual = [], 0.0
for N in range(1, L):
    state = ep @ state
    norm_sq = state @ state
    expected = factorial(N) * factorial(L) / factorial(L - N)
    assert abs(norm_sq / expected - 1) < 1e-12
    y = state / np.sqrt(norm_sq)
    for kin in (T, T_rand):
        for u in (U, -U):
            r = (kin + u * lad.double) @ y - N * u * y
            residual = max(residual, np.linalg.norm(r))
    for i in range(L):
        for j in range(L):
            if i != j:
                corr = mean(lad.pair_dag[i] @ lad.pair_dag[j].T, y)
                law = eps[i] * eps[j] * N * (L - N) / (L * (L - 1))
                assert abs(corr - law) < 1e-12
    e_all, _ = sector(lad, H_plain, N)
    e_yang = mean(H_plain, y)
    assert e_all[0] < e_yang - 1e-3 and e_all[-1] > e_yang + 1e-3
    yang_rows.append((N, e_all[0], e_yang, e_all[-1]))
    if N == 3:
        far = mean(lad.pair_dag[0] @ lad.pair_dag[5].T, y)
        near = mean(lad.pair_dag[0] @ lad.pair_dag[1].T, y)
        yang_norm, yang_eta = norm_sq, mean(eta_sq, y)
assert residual < 1e-11

print(f"Sites L = {L}, bonds = {len(bonds)}, Fock dimension = {4**L}")
print(f"Hopping t = {t:.1f} (energy unit), |U| = {U:.1f} t")
print(f"Pinning field h = {field:.1f} t, neighbour repulsion V = {V:.1f} t")
print(f"Largest element of W H(U) W^T - H(-U): {map_error:.1e} t")
print("Attractive model, half filling, symmetric interaction:")
print(f"  ground energy = {levels[0]:.6f} t, gap in Fock space = {gap:.6f} t")
print(f"  electron number = {n0:.6f}, <eta^2> = {abs(mean(eta_sq, g)):.6f}")
print(f"  <O_cdw^2>/L  = {cdw0:.6f}")
print(f"  <O_pair^2>/L = {pair0:.6f}")
print("Ground energy and order per site in pinning field h:")
print(f"  attractive, CDW field:      {e_c[0]:.6f} t, {m_c:.6f}")
print(f"  attractive, pairing field:  {e_p[0]:.6f} t, {m_p:.6f}")
print(f"  repulsive, staggered spin:  {e_s[0]:.6f} t, {m_s:.6f}")
print(f"  overlap of rotated CDW state with pairing state = {overlap:.6f}")
print("Degeneracy lifted (<O_cdw^2>/L, <O_pair^2>/L):")
print(f"  four electrons, V = 0:   {cdw_d:.6f}, {pair_d:.6f}")
print(f"  six electrons, V > 0:    {cdw_v:.6f}, {pair_v:.6f}")
print(f"Three-site chain, U = {-U:.1f} t, temperature {temp:.1f} t:")
print(f"  <O_cdw^2>/3 = {thermal[0]:.6f}, <O_pair^2>/3 = {thermal[1]:.6f}")
print("Yang states, plain interaction, U = -4 t (energies in t):")
print("  N pairs, lowest level, Yang energy, highest level of sector")
for N, low, mid, high in yang_rows:
    print(f"  {N}  {low:.6f}  {mid:.6f}  {high:.6f}")
print(f"  largest eigenvalue-equation residual = {residual:.1e} t")
print(f"  N = 3: squared norm = {yang_norm:.0f}, <eta^2> = {yang_eta:.6f}")
print(f"  N = 3: pair correlation, sites 0 and 1 = {near:.6f}")
print(f"  N = 3: pair correlation, sites 0 and 5 = {far:.6f}")
print("OK")
```

It prints:

```
Sites L = 6, bonds = 7, Fock dimension = 4096
Hopping t = 1.0 (energy unit), |U| = 4.0 t
Pinning field h = 0.2 t, neighbour repulsion V = 0.2 t
Largest element of W H(U) W^T - H(-U): 0.0e+00 t
Attractive model, half filling, symmetric interaction:
  ground energy = -9.619321 t, gap in Fock space = 0.396746 t
  electron number = 6.000000, <eta^2> = 0.000000
  <O_cdw^2>/L  = 0.588984
  <O_pair^2>/L = 0.588984
Ground energy and order per site in pinning field h:
  attractive, CDW field:      -9.841223 t, 0.290705
  attractive, pairing field:  -9.841223 t, 0.290705
  repulsive, staggered spin:  -9.841223 t, 0.290705
  overlap of rotated CDW state with pairing state = 1.000000
Degeneracy lifted (<O_cdw^2>/L, <O_pair^2>/L):
  four electrons, V = 0:   0.271140, 0.582386
  six electrons, V > 0:    0.883013, 0.469245
Three-site chain, U = -4.0 t, temperature 0.5 t:
  <O_cdw^2>/3 = 0.331884, <O_pair^2>/3 = 0.331884
Yang states, plain interaction, U = -4 t (energies in t):
  N pairs, lowest level, Yang energy, highest level of sector
  1  -6.290344  -4.000000  4.393020
  2  -11.222576  -8.000000  5.175683
  3  -15.619321  -12.000000  3.619321
  4  -19.222576  -16.000000  -2.824317
  5  -22.290344  -20.000000  -11.606980
  largest eigenvalue-equation residual = 0.0e+00 t
  N = 3: squared norm = 720, <eta^2> = 12.000000
  N = 3: pair correlation, sites 0 and 1 = -0.300000
  N = 3: pair correlation, sites 0 and 5 = -0.300000
OK
```
